# Phase-unwrapping limit on strain in gold 111 coherent diffraction

## Problem

A gold crystal is imaged by Bragg coherent diffraction at the 111 reflection. The reconstruction is a complex density on voxels of size \(\Delta=10\) nm, and one row of voxels runs along the reciprocal vector \(\mathbf G\) of the reference lattice. The phase of each voxel is known modulo \(2\pi\). It is unwrapped from neighbour to neighbour: each phase difference is brought into the interval from \(-\pi\) to \(\pi\) by adding a multiple of \(2\pi\), and the differences are then summed.

How large may the strain along \(\mathbf G\) be, in tension or compression, if this procedure is to give a unique answer? What does the reconstruction show when the strain is larger?

Take the lattice parameter of gold as \(a=0.41\) nm, a rough value. Strain is measured relative to the reference lattice. Phase noise is at first absent, and nothing is known about the strain beyond a bound on its magnitude.

## First estimate by scaling

The 111 planes have the spacing

\[
d=\frac{a}{\sqrt{1^2+1^2+1^2}}=\frac{0.41\ \text{nm}}{\sqrt3}=0.2367\ \text{nm}.
\]

Moving a stack of planes by one full spacing puts planes where planes were before, so the reflection cannot register such a shift. The displacement is therefore known modulo \(d\). Trouble must begin when the displacement changes by an amount of order \(d\) from one voxel to the next:

\[
\text{strain}\sim\frac{d}{\Delta}=\frac{0.2367}{10}\approx2.4\ \%.
\]

Scaling gives the dependence on \(d\) and \(\Delta\), but leaves the numerical factor open.

## Exact solution

**From displacement to phase.** Let plane \(j\) lie at \(z_j=jd+u_j\), where \(u_j\) is its displacement along \(\mathbf G\), and let \(G=2\pi/d\). In kinematic scattering, with equal planes, the amplitude at wavevector \(G+\kappa\) is

\[
A(\kappa)=\sum_j e^{-i(G+\kappa)z_j}.
\]

Suppose that the detector records the window \(|\kappa|<\pi/\Delta\), whose full width is \(2\pi/\Delta\). The density reconstructed at \(x\) is

\[
\rho(x)=\frac{\Delta}{2\pi}\int_{-\pi/\Delta}^{\pi/\Delta}A(\kappa)\,e^{i\kappa x}\,d\kappa
=\sum_j e^{-iGz_j}\,\frac{\sin[\pi(x-z_j)/\Delta]}{\pi(x-z_j)/\Delta}.
\]

Since \(Gjd=2\pi j\), the factor \(e^{-iGz_j}\) equals \(e^{-iGu_j}\). Now let \(u\) be nearly linear over the few voxels that contribute, \(u(z)=u(x)+\eta\,(z-x)\), with \(\eta=du/dz\). Many planes lie in one voxel, so the sum may be replaced by an integral over \(s=z-x\), with \(1/d'\) planes per unit length, where \(d'\) is the strained spacing:

\[
\rho(x)\simeq \frac{e^{-iGu(x)}}{d'}\int_{-\infty}^{\infty}e^{-iG\eta s}\,
\frac{\sin(\pi s/\Delta)}{\pi s/\Delta}\,ds .
\]

The integral equals \(\Delta\) for \(G|\eta|<\pi/\Delta\) and zero for \(G|\eta|>\pi/\Delta\). Inside the window it is real and positive, so the phase is

\[
\varphi(x)=-G\,u(x).
\]

**The step between neighbours.** Subtracting the phases at two neighbouring voxel centres gives

\[
\Delta\varphi=-G\,[u(x+\Delta)-u(x)]=-G\int_x^{x+\Delta}\eta\,dz=-G\Delta\,\bar\eta ,
\]

where \(\bar\eta\) is the mean gradient over the step. As long as \(\varphi=-Gu\) holds at both centres, the step depends on the gradient through this mean alone. A strain peak only a few voxels wide, or narrower, violates the assumption of a nearly linear \(u\), and for it the relation is at best approximate.

**Uniqueness.** The data fix \(\Delta\varphi\) up to \(2\pi m\) with integer \(m\). The gradients compatible with one measured step are therefore spaced by

\[
\frac{2\pi}{G\Delta}=\frac{d}{\Delta}.
\]

Let the prior bound be \(|\bar\eta|\le S\). Two different compatible gradients differ by at least \(d/\Delta\), while two values within the bound differ by at most \(2S\). If \(2S<d/\Delta\), there is room for one value, and the answer is unique. If \(2S\ge d/\Delta\), the values \(+d/(2\Delta)\) and \(-d/(2\Delta)\) are both allowed and give the same phase step modulo \(2\pi\). The condition is thus sufficient and necessary:

\[
|\bar\eta|<\eta_{\max}=\frac{d}{2\Delta}=\frac{0.2367}{2\times10}=1.18\ \%.
\]

Neighbouring voxels must differ in displacement by less than half a plane spacing, \(0.118\) nm. In terms of phase, \(G\Delta=265.43\) rad, and \(\pi/265.43=0.01184\). A count of the compatible gradients agrees: at most one for \(S=0.99\,\eta_{\max}\), and up to two for \(S=1.01\,\eta_{\max}\).

**From gradient to engineering strain.** The voxels are fixed in the laboratory, so \(\eta\) is a derivative with respect to the deformed position. Let \(\varepsilon=d'/d-1\). For uniform strain, plane \(j\) lies at \(z=jd(1+\varepsilon)\) and has moved by \(u=jd\,\varepsilon\). Eliminating \(j\) gives

\[
u=\frac{\varepsilon}{1+\varepsilon}\,z,\qquad
\eta=\frac{\varepsilon}{1+\varepsilon},\qquad
\varepsilon=\frac{\eta}{1-\eta}.
\]

Setting \(\eta=\pm\eta_{\max}\) yields

\[
\varepsilon_+=\frac{0.01184}{1-0.01184}=1.20\ \%,\qquad
\varepsilon_-=-\frac{0.01184}{1+0.01184}=-1.17\ \%.
\]

Both are about 1.2 percent in magnitude.

This relation was tested by summing the plane amplitudes of a 600 nm crystal and reconstructing it from the finite window. At \(\varepsilon=+0.8\) %, the mean step was \(-2.1067\) rad, against \(-2.1066\) rad from \(-G\Delta\,\varepsilon/(1+\varepsilon)\). At \(-0.8\) %, it was \(2.141\) rad, against \(2.1406\) rad. The fourth decimal depends on how the window is sampled: 2.1416 with 100 samples, and 2.1409 for the continuous window. Using \(\varepsilon\) in place of \(\eta\) would have given \(\mp2.123\) rad, which is clearly different.

## Comparison of the two

The exact limit is half of the scaling estimate. Scaling found the full length of the unambiguous interval, \(d/\Delta\). With the sign of the strain unknown, that interval must be shared between tension and compression.

If the sign is known, the whole interval can be used. For \(0\le\bar\eta<d/\Delta\) the compatible gradient is again unique, up to 2.4 %, provided that each phase step is brought into the matching interval \((-2\pi,0]\). The measured window must then be centred on the corresponding range of wavevectors, because otherwise part of the signal is missing. Unstrained material now lies on the edge of both the window and the interval. It appears with half its amplitude, and a small positive noise step there is wrapped by a full turn, so in practice a margin is needed at both ends.

## Beyond the limit

What happens to a strain that is too large depends on how the voxels were formed.

**Voxel size set by the detector window.** The local Bragg peak lies at \(2\pi/d'=G/(1+\varepsilon)=G-G\eta\). At \(G|\eta|=\pi/\Delta\), which is the unwrapping limit, it reaches the edge of the window. Beyond the edge the integral above vanishes, and a strained region many voxels long fades from the image. A region only one or two voxels long has a broad local peak, part of which stays inside the window, so it fades less completely. In the 600 nm crystal, the mean amplitude over the central 300 nm, relative to the unstrained value, was 0.993 at \(+0.8\) % and below 0.02 at \(+1.5\) %. The exact size of this small remainder depends on how the window is sampled. Interpolating such data to a finer grid adds no wavevectors and cannot restore the lost region.

**Voxels averaged from finer data.** Here each voxel is the mean over a box of width \(\Delta\). For uniform \(\eta\), the amplitude is multiplied by

\[
\frac1\Delta\int_{-\Delta/2}^{\Delta/2}e^{-iG\eta s}\,ds
=\frac{\sin(G\eta\Delta/2)}{G\eta\Delta/2}.
\]

At the limit this is \(2/\pi\approx0.64\), so the signal survives and a false strain can appear. For \(\varepsilon=1.5\) %, \(\eta=0.015/1.015=0.01478\), and the true step is \(-265.43\times0.01478=-3.923\) rad. Wrapping adds \(2\pi\) and gives \(2.360\) rad, which is read as

\[
\eta_{\rm false}=-\frac{2.360}{265.43}=-0.89\ \%,\qquad
\varepsilon_{\rm false}=-0.88\ \%.
\]

A tension of 1.5 % is reported as a compression of 0.88 %. A direct sum over the planes in each box gives this wrapped step, and a relative amplitude of 0.471, equal to the value of the formula.

**One bad step in a smooth field.** Suppose, as an idealisation, that every voxel keeps its signal and carries the phase \(-Gu\) of its centre. Take \(u=pw\tanh(z/w)\) with \(w=30\) nm, peak gradient \(p\), and voxel centres at \(\pm5,\pm15,\dots\) nm. The largest mean gradient lies between the two central voxels:

\[
\bar\eta=\frac{2pw}{\Delta}\tanh\frac{\Delta}{2w}=0.991\,p .
\]

For \(p=0.95\,\eta_{\max}\) this is 1.11 %, and unwrapping recovers the displacement. For \(p=1.05\,\eta_{\max}\) it is 1.23 %, above the limit, while the next steps have \(0.891\,p=1.11\) % and remain below it. The central step is then wrong by \(+2\pi\). Because \(u=-\varphi/G\), all later displacements are wrong by \(-2\pi/G=-d=-0.2367\) nm. The error looks like a slip by one plane spacing. Box-averaged voxels behave in nearly this way, with the slip setting in near \(p=1.02\,\eta_{\max}\). If the detector window sets the voxel size, it also smooths the phase across so narrow a strain peak. The slip then sets in only near \(p=1.1\,\eta_{\max}\), so the case \(p=1.05\,\eta_{\max}\) still unwraps correctly.

## Direction and noise

For a voxel row along a unit vector \(\mathbf e\), the step is governed by the derivative of \(u_G\), the displacement component along \(\mathbf G\), in the direction \(\mathbf e\). Two cases show the consequence.

If \(u_G\) varies along \(\mathbf G\) alone, a row at angle \(\alpha\) to \(\mathbf G\) has the step \(-G\Delta\,\eta\cos\alpha\). With \(\mathbf G\) on the body diagonal of a cubic voxel grid, \(\cos\alpha=1/\sqrt3\) for all three axes, and the limit on \(|\eta|\) rises to \(\sqrt3\,\eta_{\max}=2.05\) %. This is a limit on unwrapping. Cube-averaged voxels keep only \((2/\pi)^3\approx0.26\) of their amplitude there, and a detector window reaches that far only if it is a cube with usable signal out to its corners.

A pure lattice rotation by \(\omega\) about an axis perpendicular to \(\mathbf G\) turns \(\mathbf G\) and gives it a transverse component \(G\sin\omega\). A row in that transverse direction is unambiguous for \(\sin|\omega|<\eta_{\max}\), that is, for \(|\omega|<0.68^\circ\). Rotation can therefore spoil the unwrapping even where the strain is small.

Noise narrows the range. Let each voxel phase carry independent Gaussian noise of standard deviation \(\sigma\). The difference of two phases then has standard deviation \(\sqrt2\,\sigma\). For an error chance of \(10^{-3}\) per step, the step must stay \(3.09\sqrt2\,\sigma\) away from \(\pi\), where 3.09 is the one-sided Gaussian quantile. With \(\sigma=0.1\) rad the margin is 0.437 rad, and

\[
|\bar\eta|\le\frac{\pi-0.437}{265.43}=1.02\ \%.
\]

A simulation with two million noisy steps at this gradient gave an error rate of \(9.8\times10^{-4}\). A thousand steps at this strain would still contain about one error on average.

## The numbers beside a real measurement

A strain of 1.2 % is large for gold, since bulk gold yields far below it, so the limit matters mainly for small crystals and near defects. The window calculation also assumed that the resolution equals the voxel size. If usable signal extends only to a resolution \(R>\Delta\), the effective window edge is \(\pi/R\), and strained regions already fade from the image at \(|\eta|=d/(2R)\), or 0.59 % for \(R=20\) nm, although the phase steps themselves would still be unambiguous there. True 5 nm resolution with 5 nm voxels would raise both limits to 2.37 %.

Two smaller effects shift the zero of strain. Heating by 100 K, with a rough expansion coefficient of \(1.4\times10^{-5}\) per kelvin, adds 0.14 % if the cold lattice is kept as reference. This takes the same amount from the tensile range and disappears when the reference is recentred. Refraction in a flat film in symmetric reflection changes the normal wavevector of each beam by about \(k\delta/\sin\theta\), where \(k\) is the vacuum wavenumber, \(\delta\) the refractive decrement and \(\theta\) the Bragg angle. For two beams, and with \(G=2k\sin\theta\), the apparent gradient has the magnitude

\[
\frac{2k\delta/\sin\theta}{2k\sin\theta}=\frac{\delta}{\sin^2\theta}
=\frac{3.90\times10^{-5}}{0.2910^2}=0.046\ \%.
\]

Here the photon energy is 9 keV, and \(\delta\) is calculated from the electron density without dispersion corrections; a correction of about \(-5\) electrons per atom would lower the result to about 0.043 %. Neither shift alters the figure of about 1.2 percent by more than about an eighth of its value. The remaining values are listed in the numerical output.

## Table of computed values

```
lattice parameter (rough)         0.41 nm
voxel size                        10.0 nm
111 plane spacing d               0.2367 nm
G = 2 pi/d                        26.543 rad/nm
G times voxel                     265.43 rad
half plane spacing d/2            0.1184 nm
limit eta_max                     1.184 %
engineering limit, tension        1.198 %
engineering limit, compression    -1.170 %
limit for 5 nm voxels             2.367 %
window, strain +0.8 %: step      -2.1067 rad
  formula for that step           -2.1066 rad
window, strain -0.8 %: step      2.1416 rad
  formula for that step           2.1406 rad
window amplitude at +0.8 %        0.993 (relative)
window amplitude at +1.5 %        0.014 (relative)
box voxels, true strain           +1.50 %
box voxels, wrapped step          2.360 rad
box voxels, false strain          -0.88 %
box amplitude, plane sum          0.471 (relative)
box amplitude, formula            0.471 (relative)
candidates, bound 0.99 eta_max    1 (count)
candidates, bound 1.01 eta_max    2 (count)
profile width parameter           30.0 nm
profile A largest voxel mean      1.114 %
profile A final error in u        0.0000 nm
profile B largest voxel mean      1.231 %
profile B final error in u        -0.2367 nm
limit, G on voxel body diagonal   2.050 %
lattice rotation limit            0.678 deg
phase noise per voxel             0.10 rad
error chance per step, chosen     1.0e-03 (probability)
error chance per step, simulated  9.80e-04 (probability)
phase margin for noise            0.437 rad
usable eta with noise             1.019 %
photon energy                     9.0 keV
wavelength                        0.1378 nm
refractive decrement delta        3.90e-05 (no unit)
sine of Bragg angle               0.2910 (no unit)
apparent eta from refraction      0.046 %
expansion coefficient (rough)     1.4e-05 1/K
temperature change                100 K
thermal strain offset             0.14 %
```
